# Two-Dimensional Shubnikov-de Haas Amplitude and Recovery of Mass and Quantum Lifetime: verification in Python

```python
"""
Result under test: Shubnikov-de Haas oscillation of a two-dimensional electron gas,
  d(rho_xx)/rho_0 = -4 D (X/sinh X) cos(2 pi F/B),
  D = exp(-pi/(omega_c tau_q)),  X = 2 pi^2 k T/(hbar omega_c),  F = n h/(2 e).
omega_c = e B/m: cyclotron frequency; tau_q: quantum lifetime; tau_tr: transport
lifetime; n: density; nu(E): density of states divided by its zero-field value.
Energies called eps are in units of hbar omega_c.  alpha = pi/(omega_c tau_q).
Synthetic traces are made by numerical thermal averaging of nu^2 at fixed density,
then analysed to recover density, mass and quantum lifetime.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import curve_fit

e, h, hbar, kB, me = const.e, const.h, const.hbar, const.k, const.m_e
pi = np.pi

# Round model parameters, roughly typical of a GaAs/AlGaAs electron gas
mass_ratio = 0.067
density = 3.0e15            # m^-2
mobility = 100.0            # m^2/(V s)
tau_q = 1.0e-12             # s
temperatures = np.array([0.4, 0.7, 1.0, 1.3, 1.6])
mass = mass_ratio * me
tau_tr = mobility * mass / e
F = density * h / (2 * e)
E_F = pi * hbar**2 * density / mass
B_min, B_max = 0.25, 0.50


def omega_c(B, m=mass):
    return e * B / m


def thermal_factor(T, B, m=mass):
    X = 2 * pi**2 * kB * T / (hbar * omega_c(B, m))
    return X / np.sinh(X)


def dingle(B):
    return np.exp(-pi / (omega_c(B) * tau_q))


def ladder_dos(eps, alpha):
    """Closed sum of an endless ladder of Lorentzian levels at N + 1/2."""
    q = np.exp(-alpha + 2j * pi * eps)
    return ((1 - q) / (1 + q)).real


def ladder_count(eps, alpha):
    """Integral of (ladder_dos - 1) over eps, with zero mean."""
    return -np.angle(1 + np.exp(-alpha + 2j * pi * eps)) / pi


# ---- Density of states: explicit level sum against the Dingle harmonics
alpha_top = pi / (omega_c(B_max) * tau_q)
D_top = np.exp(-alpha_top)
width = alpha_top / (2 * pi)
eps_period = np.arange(64) / 64
levels = np.arange(-4000, 4000) + 0.5
explicit = np.sum(width / pi / ((eps_period[:, None] - levels)**2 + width**2), axis=1)
harmonics = np.fft.rfft(explicit).real / 64
assert abs(2 * harmonics[1] / (-2 * D_top) - 1) < 2e-3
assert abs(2 * harmonics[2] / (2 * D_top**2) - 1) < 1e-2
assert np.max(np.abs(explicit - ladder_dos(eps_period, alpha_top))) < 1e-3
for end in (0.2, 0.45, 0.8):
    area = quad(lambda x: ladder_dos(x, alpha_top) - 1, 0, end)[0]
    assert abs(area - ladder_count(end, alpha_top)) < 1e-8

# ---- Thermal factor: quadrature over the Fermi-function derivative
thermal_error = 0.0
for t in (0.05, 0.15, 0.3):          # t = kT/(hbar omega_c)
    integral = quad(lambda u: np.cos(2 * pi * t * u) / (4 * np.cosh(u / 2)**2),
                    -45, 45, limit=300, epsabs=1e-12)[0]
    X = 2 * pi**2 * t
    thermal_error = max(thermal_error, abs(integral - X / np.sinh(X)))
assert thermal_error < 1e-8

# ---- Self-consistent Born approximation and Kubo sum for white-noise disorder
N0 = 1000
eps_scba = N0 + eps_period
level_energy = np.arange(2 * N0) + 0.5
self_energy = np.full(64, -1j * width)
for _ in range(250):
    G = 1 / (eps_scba[:, None] - level_energy - self_energy[:, None])
    updated = width / pi * G.sum(axis=1)
    change = np.max(np.abs(updated - self_energy))
    self_energy = 0.5 * (self_energy + updated)
    if change < 1e-12:
        break
assert change < 1e-9
G = 1 / (eps_scba[:, None] - level_energy - self_energy[:, None])
nu_scba = -G.imag.sum(axis=1) / pi
scba_harm = 2 * np.abs(np.fft.rfft(nu_scba)) / 64
assert abs(scba_harm[1] / (2 * D_top) - 1) < 1e-2
scba_second = 2 * D_top**2 * abs(1 - 2 * alpha_top)
assert abs(scba_harm[2] / scba_second - 1) < 2e-2
# conductivity in units of 2 e^2/h
N = np.arange(2 * N0 - 1)
kubo = np.sum((N + 1) * G.imag[:, :-1] * G.imag[:, 1:], axis=1) / pi
a = pi / alpha_top
kubo_formula = eps_scba * a * nu_scba**2 / (a**2 + nu_scba**2)
kubo_error = np.max(np.abs(kubo / kubo_formula - 1))
assert kubo_error < 5e-3

# ---- Guiding-centre diffusion: solve the kinetic equation on a ring of angles
M = 128
phi = 2 * pi * np.arange(M) / M
kernel = np.exp(20 * (np.cos(phi[:, None] - phi) - 1))
kernel /= kernel[0].sum()             # total scattering rate is 1
transport_rate = np.sum(kernel[0] * (1 - np.cos(phi)))
k = np.fft.fftfreq(M, 1 / M)
k[M // 2] = 0
derivative = np.fft.ifft(1j * k[:, None] * np.fft.fft(np.eye(M), axis=0), axis=0).real
ring_omega = 0.8
diffusion_ratio = []
for rate in (1.0, 1.3):
    operator = rate * (np.eye(M) - kernel) + ring_omega * derivative
    D_kinetic = np.mean(np.cos(phi) * (np.linalg.pinv(operator) @ np.cos(phi)))
    D_centre = rate * transport_rate / (2 * ring_omega**2)
    diffusion_ratio.append(D_kinetic / D_centre)
    assert abs(diffusion_ratio[-1] - 1) < 2 * (rate * transport_rate / ring_omega)**2

# ---- Thermal averaging on a grid of u = (E - mu)/kT
u = np.arange(-40, 40.01, 0.25)
weight = 0.25 / (4 * np.cosh(u / 2)**2)


def resistivity(B, T, eps_F, fixed_density):
    """Returns rho_xx/rho_0 and the chemical potential, both as arrays."""
    t = (kB * T / (hbar * omega_c(B)))[:, None]
    alpha = (pi / (omega_c(B) * tau_q))[:, None]
    mu = eps_F.copy()
    if fixed_density:
        for _ in range(30):
            previous = mu
            mu = eps_F - ladder_count(mu[:, None] + u * t, alpha) @ weight
        assert np.max(np.abs(mu - previous)) < 1e-9
    return ladder_dos(mu[:, None] + u * t, alpha)**2 @ weight, mu


# One worked point at fixed Fermi energy: fundamental of the averaged nu^2
B_ref, T_ref = 0.4, 1.0
rho_period, _ = resistivity(np.full(64, B_ref), T_ref, 15 + eps_period, False)
numeric_amp = -2 * np.fft.rfft(rho_period)[1].real / 64
D_ref = dingle(B_ref)
formula_amp = 4 * D_ref * thermal_factor(T_ref, B_ref)
assert abs(numeric_amp / formula_amp * (1 - D_ref**2) - 1) < 1e-6

# ---- Synthetic traces at fixed density, with background and noise
rng = np.random.default_rng(7)
inverse_B = np.linspace(1 / B_max, 1 / B_min, 250)
B = 1 / inverse_B
noise = 1e-4
traces, phase_swing = [], 0.0
for T in temperatures:
    rho, mu = resistivity(B, T, F * inverse_B, True)
    phase_swing = max(phase_swing, np.max(np.abs(2 * pi * (mu - F * inverse_B))))
    traces.append(rho + 0.02 * (B / B_max)**2 + noise * rng.standard_normal(B.size))

# Density from the peak of a periodogram in 1/B
i_ref = int(np.argmin(np.abs(temperatures - T_ref)))
s = (inverse_B - inverse_B.mean()) / np.ptp(inverse_B)
detrended = traces[i_ref] - np.polyval(np.polyfit(s, traces[i_ref], 3), s)
trial = np.arange(4, 9, 0.002)
power = np.abs(np.exp(-2j * pi * trial[:, None] * inverse_B)
               @ (detrended * np.hanning(B.size)))
F_fit = trial[np.argmax(power)]
density_fit = 2 * e * F_fit / h
assert abs(density_fit / density - 1) < 0.01


def local_amplitude(trace, centre):
    """Fundamental amplitude at one 1/B from a fit over three periods."""
    half = 1.5 / F_fit
    z = (inverse_B - centre) / half
    use = np.abs(z) <= 1
    z = z[use]
    angle = 2 * pi * F_fit * half * z
    columns = [z**p * wave for wave in (np.cos(angle), np.sin(angle)) for p in range(3)]
    columns += [z**p for p in range(3)]
    columns += [z**p * wave for wave in (np.cos(2 * angle), np.sin(2 * angle))
                for p in range(2)]
    c = np.linalg.lstsq(np.array(columns).T, trace[use], rcond=None)[0]
    return np.hypot(c[0], c[3])


centres = np.array([2.3, 2.6, 2.9, 3.2, 3.5])
amplitudes = np.array([[local_amplitude(tr, c) for c in centres] for tr in traces])

# Mass from the temperature dependence at each field
masses = []
for j, c in enumerate(centres):
    model = lambda T, scale, ratio: scale * thermal_factor(T, 1 / c, ratio * me)
    best, _ = curve_fit(model, temperatures, amplitudes[:, j],
                        p0=[1.5 * amplitudes[0, j], 0.05])
    masses.append(best[1])
mass_fit, mass_scatter = np.mean(masses), np.std(masses, ddof=1)
assert abs(mass_fit / mass_ratio - 1) < 0.02

# Quantum lifetime and prefactor from the Dingle line
reduced = amplitudes[i_ref] / (4 * thermal_factor(T_ref, 1 / centres, mass_fit * me))
slope, intercept = np.polyfit(centres, np.log(reduced), 1)
tau_fit = -pi * mass_fit * me / (e * slope)
prefactor_fit = 4 * np.exp(intercept)
assert abs(tau_fit / tau_q - 1) < 0.04
assert abs(prefactor_fit / 4 - 1) < 0.06
raw_slope = np.polyfit(centres, np.log(amplitudes[i_ref]), 1)[0]
tau_no_thermal = -pi * mass_fit * me / (e * raw_slope)
assert tau_no_thermal < 0.8 * tau_q

# ---- Effects left out of the model, sized for this example
g_factor, gap_eV, spread = 0.44, 1.5, 0.005
spin_factor = np.cos(pi * g_factor * mass_ratio / 2)
mass_shift = 2 * E_F / (gap_eV * e)
nodes, gh_weight = np.polynomial.hermite.hermgauss(40)
smear = np.cos(2 * pi * F * centres[:, None] * np.sqrt(2) * spread * nodes) \
    @ gh_weight / np.sqrt(pi)
smeared_slope = np.polyfit(centres, np.log(dingle(1 / centres) * smear), 1)[0]
tau_smeared = -pi * mass / (e * smeared_slope)
assert tau_smeared < tau_q

meV = 1e-3 * e
print(f"input mass                              {mass_ratio:.4f} m_e")
print(f"input density                           {density*1e-4:.3e} cm^-2")
print(f"input mobility                          {mobility*1e4:.2e} cm^2/Vs")
print(f"input quantum lifetime                  {tau_q*1e12:.3f} ps")
print(f"transport lifetime                      {tau_tr*1e12:.2f} ps")
print(f"Fermi energy                            {E_F/meV:.3f} meV")
print(f"oscillation frequency F                 {F:.4f} T")
print(f"field range                             {B_min:.2f} to {B_max:.2f} T")
print(f"omega_c tau_q at range ends             {omega_c(B_min)*tau_q:.3f}, "
      f"{omega_c(B_max)*tau_q:.3f}")
print(f"omega_c tau_tr at range ends            {omega_c(B_min)*tau_tr:.1f}, "
      f"{omega_c(B_max)*tau_tr:.1f}")
print(f"worked point                            {B_ref:.2f} T, {T_ref:.2f} K")
print(f"  cyclotron energy                      {hbar*omega_c(B_ref)/meV:.4f} meV")
print(f"  X                                     "
      f"{2*pi**2*kB*T_ref/(hbar*omega_c(B_ref)):.4f}")
print(f"  thermal factor X/sinh X               {thermal_factor(T_ref, B_ref):.4f}")
print(f"  Dingle factor D                       {D_ref:.5f}")
print(f"  amplitude from formula                {formula_amp:.5f} of rho_0")
print(f"  amplitude from thermal quadrature     {numeric_amp:.5f} of rho_0")
print(f"largest thermal-factor error            {thermal_error:.1e}")
print(f"at {B_max:.2f} T: alpha, D                     {alpha_top:.4f}, {D_top:.5f}")
print(f"  Born first harmonic / (2D)            {scba_harm[1]/(2*D_top):.4f}")
print(f"  Born second harmonic, Lorentzian one  {scba_harm[2]:.4f}, {2*D_top**2:.4f}")
print(f"  Kubo sum, largest relative deviation  {kubo_error:.1e}")
print(f"diffusion / guiding-centre law, 2 rates "
      f"{diffusion_ratio[0]:.5f}, {diffusion_ratio[1]:.5f}")
print(f"trace noise, rms                        {noise:.1e} of rho_0")
print(f"amplitudes at 1/B = {centres[2]:.1f} 1/T: T (K), fitted, formula (of rho_0)")
for i, T in enumerate(temperatures):
    predicted = 4 * dingle(1 / centres[2]) * thermal_factor(T, 1 / centres[2])
    print(f"  {T:.1f}  {amplitudes[i, 2]:.5f}  {predicted:.5f}")
print(f"at {T_ref:.1f} K: 1/B (1/T), fitted mass (m_e, all T), ln[A/(4 X/sinh X)]")
for c, m_j, r in zip(centres, masses, reduced):
    print(f"  {c:.1f}  {m_j:.5f}  {np.log(r):.4f}")
print(f"recovered frequency                     {F_fit:.3f} T")
print(f"recovered density                       {density_fit*1e-4:.3e} cm^-2")
print(f"recovered mass, scatter over fields     {mass_fit:.5f}, {mass_scatter:.5f} m_e")
print(f"Dingle slope                            {slope:.4f} T")
print(f"recovered quantum lifetime              {tau_fit*1e12:.4f} ps")
print(f"recovered prefactor                     {prefactor_fit:.3f}")
print(f"lifetime if thermal factor is omitted   {tau_no_thermal*1e12:.3f} ps")
print(f"neglected: (omega_c tau_tr)^-2, largest {(omega_c(B_min)*tau_tr)**-2:.1e}")
print(f"neglected: spin factor for |g| = {g_factor:.2f}   {spin_factor:.5f}")
print(f"neglected: mass rise for {gap_eV:.1f} eV gap    {100*mass_shift:.2f} percent")
print(f"beyond first order: D^2/(1-D^2) at top  {D_top**2/(1-D_top**2):.4f}")
print(f"beyond first order: mu phase swing      {phase_swing:.3f} rad")
print(f"lifetime seen with {100*spread:.1f}% density spread  {tau_smeared*1e12:.3f} ps")
print("finished without a failed check")
```

Running it gives:

```
input mass                              0.0670 m_e
input density                           3.000e+11 cm^-2
input mobility                          1.00e+06 cm^2/Vs
input quantum lifetime                  1.000 ps
transport lifetime                      38.09 ps
Fermi energy                            10.719 meV
oscillation frequency F                 6.2035 T
field range                             0.25 to 0.50 T
omega_c tau_q at range ends             0.656, 1.313
omega_c tau_tr at range ends            25.0, 50.0
worked point                            0.40 T, 1.00 K
  cyclotron energy                      0.6912 meV
  X                                     2.4611
  thermal factor X/sinh X               0.4231
  Dingle factor D                       0.05019
  amplitude from formula                0.08496 of rho_0
  amplitude from thermal quadrature     0.08517 of rho_0
largest thermal-factor error            2.2e-16
at 0.50 T: alpha, D                     2.3935, 0.09131
  Born first harmonic / (2D)            0.9997
  Born second harmonic, Lorentzian one  0.0631, 0.0167
  Kubo sum, largest relative deviation  3.2e-04
diffusion / guiding-centre law, 2 rates 0.99900, 0.99831
trace noise, rms                        1.0e-04 of rho_0
amplitudes at 1/B = 2.9 1/T: T (K), fitted, formula (of rho_0)
  0.4  0.10110  0.10097
  0.7  0.06872  0.06866
  1.0  0.04107  0.04102
  1.3  0.02258  0.02258
  1.6  0.01183  0.01180
at 1.0 K: 1/B (1/T), fitted mass (m_e, all T), ln[A/(4 X/sinh X)]
  2.3  0.06717  -2.7467
  2.6  0.06706  -3.1070
  2.9  0.06701  -3.4675
  3.2  0.06704  -3.8276
  3.5  0.06704  -4.1853
recovered frequency                     6.204 T
recovered density                       3.000e+11 cm^-2
recovered mass, scatter over fields     0.06707, 0.00006 m_e
Dingle slope                            -1.1993 T
recovered quantum lifetime              0.9988 ps
recovered prefactor                     4.045
lifetime if thermal factor is omitted   0.650 ps
neglected: (omega_c tau_tr)^-2, largest 1.6e-03
neglected: spin factor for |g| = 0.44   0.99893
neglected: mass rise for 1.5 eV gap    1.43 percent
beyond first order: D^2/(1-D^2) at top  0.0084
beyond first order: mu phase swing      0.153 rad
lifetime seen with 0.5% density spread  0.916 ps
finished without a failed check
```
